Why One Field-Dependent Energy Prevents Spurious Energy in Atomic-Field Cycles

**Question.** A simulation of a ferroelectric capacitor needs forces on the atoms, the polarization, and the Born charges that link the two. One can learn a single energy that depends on the atomic positions and the field and differentiate it, or one can train separate models for force and polarization. If each separate model is accurate, why should the choice matter when the field is cycled?

**Answer.** It matters because the force and the polarization are two sides of one energy account. When the field changes, the source exchanges energy with the system through the polarization. When the atoms move, the system exchanges energy with its surroundings through the forces. Two models that disagree slightly about how field and displacement are coupled keep two different accounts, and the difference can appear as energy from nowhere, or as energy that vanishes, each time the cycle closes.

**The energy and its two derivatives**

Let R_i be the atomic coordinates in a fixed cell, E_a the components of the macroscopic field, and p_a the dipole of the cell, which is its volume times the polarization. The algebra is in atomic units. For a finite unit with a normalized ground state ψ, the field-dependent energy is

F(R,E) = ⟨ψ|H(R,E)|ψ⟩, with H(R,E) = H₀(R) − Σ_a E_a μ_a(R),

where μ_a is the dipole operator. A small change of R and E changes both H and ψ:

dF = ⟨dψ|H|ψ⟩ + ⟨ψ|H|dψ⟩ + ⟨ψ|dH|ψ⟩.

Since Hψ = Fψ, the first two terms are F d⟨ψ|ψ⟩, which is zero because the norm stays 1. What remains is the explicit change of H. Its field part is −p_a dE_a, and its atomic part defines the force at fixed field, so that

dF = −Σ_i f_i dR_i − Σ_a p_a dE_a,

f_i = −∂F/∂R_i, p_a = −∂F/∂E_a.

For a crystal the same differential holds for an insulating state followed continuously in the field, with p kept on one branch of the polarization.

If F is twice continuously differentiable, the order of differentiation does not matter:

∂p_a/∂R_i = −∂²F/∂R_i∂E_a = ∂f_i/∂E_a ≡ Z_ai.

The Born charge therefore has one value, whether it is read as the dipole produced by a displacement or as the force produced by a field. In the same way, ∂f_i/∂R_j = ∂f_j/∂R_i and ∂p_a/∂E_b = ∂p_b/∂E_a. A learned F that is smooth in this sense has these symmetries whatever data it was trained on.

**The energy balance of a closed cycle**

Take a path on which atoms and field both return to their starting values. The forces deliver the work

W_mech = ∮ Σ_i f_i dR_i

to whatever guides or damps the atoms. The source supplies

W_el = ∮ Σ_a E_a dp_a = −∮ Σ_a p_a dE_a.

The second form follows because the integral of d(E_a p_a) around the cycle is zero when p returns to its starting value. The net energy created is

W = W_mech − W_el = ∮ (Σ_i f_i dR_i + Σ_a p_a dE_a).

If both outputs come from one single-valued F, the integrand is −dF and W = 0. This does not forbid hysteresis loss. It says that the heat delivered by the forces equals the electrical energy paid for it.

Now let f and p be separate models, with one coordinate u and one field component E. Consider a switching cycle: at u = −u₀ the field rises from −E₀ to E₀, then u goes to +u₀, then the field falls to −E₀, and u returns. The two field legs contribute ∫p(−u₀,E)dE and −∫p(u₀,E)dE. The two displacement legs contribute ∫f(u,E₀)du and −∫f(u,−E₀)du. With all integrals taken from the lower to the upper limit,

W = ∫ [f(u,E₀) − f(u,−E₀)] du − ∫ [p(u₀,E) − p(−u₀,E)] dE.

Each bracket is the integral of a derivative, so

W = ∬ (Z_f − Z_p) du dE, with Z_f = ∂f/∂E and Z_p = ∂p/∂u.

The leak is the mismatch of the two Born charges, summed over the area of the cycle. Running the cycle backwards reverses its sign, so if W is not zero, one of the two directions creates energy, and it does so again on every repetition. With several atomic coordinates, a separate force model that is not a gradient can also leak at fixed field. Separate models need not leak on a given cycle, since the mismatch may integrate to zero.

Accuracy limits the leak without removing it. The true outputs give W = 0, so only the errors δf and δp contribute, and on this rectangle

|W| ≤ 4u₀ max|δf| + 4E₀ max|δp|.

**A fault that is hidden at fixed field**

Suppose the force is built from a good zero-field force and a constant Born charge Z*,

f(u,E) = f(u,0) + Z*E,

while the dipole model is the true p(u,E). At any fixed field this force is the gradient of a potential: Z*E is constant, so it only adds −Z*Eu to the zero-field energy. A test of energy conservation at constant field therefore finds nothing wrong.

On the switching cycle the zero-field forces cancel between the two displacement legs. The field terms leave 2Z*E₀, integrated over a length 2u₀:

W_mech = 4Z*u₀E₀.

For the source work, assume inversion symmetry, p(−u,−E) = −p(u,E). Then

W_el = ∫ [p(u₀,E) + p(u₀,−E)] dE.

Terms odd in E cancel, so W_el = 4E₀p(u₀,0) up to terms of order E₀³. To this order,

W = 4u₀E₀ [Z* − p(u₀,0)/u₀].

Because p(0,0) = 0, the ratio p(u₀,0)/u₀ is the mean Born charge between the centric and the polar structure. The leak measures how far the frozen charge lies from that mean.

For small displacements, write Z(u) = Z₀ + Z₂u²/2, so that p(u₀,0)/u₀ = Z₀ + Z₂u₀²/6. Freezing the charge at the centric structure, Z* = Z₀, gives

W = −(2/3) Z₂u₀³E₀.

Freezing it at the polar structure, Z* = Z₀ + Z₂u₀²/2, gives

W = +(4/3) Z₂u₀³E₀,

which is twice as large and of opposite sign. To first order in the field, both vanish as u₀³, provided the polar charge is taken anew for each u₀. With the charge frozen at the centric structure, a small vibration about that structure therefore hardly shows what full switching reveals. A charge frozen at one given polar structure is already wrong at the centre, so its leak on a small cycle shrinks only in proportion to the amplitude.

**A model unit**

Take cations fixed at x = ±d and an anion at x = −u, so that a positive field favours positive u. Two electrons occupy the lowest state of

H = [ Δ − Ed, −t_L, 0 ; −t_L, −Eu, −t_R ; 0, −t_R, Δ + Ed ],

where semicolons separate rows, t_L = t₀exp(u/λ) and t_R = t₀exp(−u/λ). The field terms are +Ex because the electron has charge −1. Each cation core has charge +1 and the anion core has none, so the core dipoles cancel. If w_L, w_A and w_R are the weights of the occupied orbital on the three sites,

p = 2[d(w_L − w_R) + u w_A].

The energy is F = 2ε + au² + bu⁴, with ε the lowest eigenvalue of H.

The parameters are d = 2.1 Å, t₀ = 2.0 eV, Δ = 4.0 eV and λ = 0.6 Å. The constants a = 9.616 eV/Å² and b = 26.076 eV/Å⁴ place the polar minimum at u₀ = 0.25 Å, with a barrier of 0.10 eV. The peak field is 3.0 MV/cm, which enters the arithmetic as 0.030 V/Å.

Diagonalization gives a Born charge of 4.536 e at the centric structure and 3.833 e at the polar one. The polar dipole is 1.0708 e Å, so the mean charge is 1.0708/0.25 = 4.283 e. The reference source work is

W_el ≈ 4 × 0.030 × 1.0708 = 0.1285 eV per cycle.

The work of the reference forces, integrated separately, is also 0.1285 eV, and the two agree to rounding error.

With the centric charge frozen into the force,

W_mech = 4 × 4.5359 × 0.25 × 0.030 = 0.1361 eV,

W = 0.1361 − 0.1285 = +0.0076 eV.

This is 5.9 % of the source work, or 37 J/cm³ for a unit of 33 Å³. The largest force error on the cycle is 0.0216 eV/Å. With an exact dipole and a total displacement path of 4u₀ = 1.0 Å, the error bound is 0.0216 eV, about three times the actual leak.

With the polar charge frozen instead, W = −0.0135 eV, or −10.5 % of the source work. The ratio of the two leaks is −1.8, close to the small-displacement value of −2. In this second case the switching cycle loses energy and the reversed cycle creates it.

A temperature equivalent helps to judge the size. If W stayed in the three atoms of the unit, with the classical harmonic heat capacity 3Nk_B, the centric choice would add 9.8 K per cycle. The true loss would add about 9.8/0.059 = 166 K on the same scale. A thermostat removes both, and so can hide the difference.

**Consistent does not mean accurate**

The frozen-charge force does have an energy of its own, V(u) − Z*uE, where V is the zero-field energy. Minus its derivative with respect to the field gives the dipole Z*u. Pairing the force with that dipole restores W = 0, but the source work then becomes 0.1361 eV, which is 5.9 % too large for the centric charge. One energy makes the account balance; the data must make it right.

The data must also reach the parts of F that are wanted. Consider a polynomial in u and E with nine terms: u², u⁴, u⁶, uE, u³E, u⁵E, E², u²E² and u⁴E². Forces at zero field determine three of them. Adding dipoles at zero field determines six. Forces at finite field determine eight, since E² exerts no force, and finite-field dipoles supply the ninth. An energy trained on zero-field forces alone is consistent and yet says nothing about polarization.

**What happens with noisy training data**

This polynomial was fitted to 80 random points of the model unit, with u within ±0.35 Å and fields within ±4.0 MV/cm. Random errors of 0.02 eV/Å (force) and 0.01 e Å (dipole) were added, and the fit was repeated for 400 sets of errors. In one version, forces and dipoles shared the same nine coefficients, with each residual divided by its noise level. In the other, each had its own coefficients in the same polynomial; points and errors were the same.

The separate fits leak 3.6 meV per switching cycle (root mean square over the sets), or 2.8 % of the true source work. The leak is linear in the data, so its size can be predicted from the noise and the small misfit of the polynomial; this gives 3.5 meV. The misfit alone accounts for 0.04 meV, so noise dominates. With shared coefficients the leak is zero to rounding error, while the loop energy still has an error of 0.23 meV, or 0.2 %.

The reason lies in what each kind of data can see. Over the training range the field changes the force by up to about 0.18 eV/Å, some nine times the force noise. The displacement changes the dipole by up to about 1.4 e Å, some 140 times the dipole noise. Dipoles therefore fix the Born charge far better. Over the region of the cycle its error is 0.28 e from the separate force fit, 0.029 e from the separate dipole fit and 0.028 e from the shared energy. Sharing passes the knowledge held by the dipoles on to the forces, whose error falls from 0.0051 to 0.0033 eV/Å.

Separate components can still be used if they are joined correctly. For one field component, a learned zero-field energy V(u) and a learned dipole p(u,E) define

F(u,E) = V(u) − ∫₀ᴱ p(u,E′) dE′.

Minus its field derivative returns p, and its force contains the matching response ∫₀ᴱ (∂p/∂u) dE′. With several field components, p must also satisfy ∂p_a/∂E_b = ∂p_b/∂E_a.

**Where the guarantee ends**

The proof needs a single-valued F without jumps. If a learned energy jumps, for instance at an abrupt neighbour cutoff, its derivatives miss the jumps. The smooth pieces and the jumps of F must add to zero around the cycle, so W equals the sum of the jumps.

A crystal can also return to its starting structure with its dipole changed by a quantum q. At fixed field F then changes by −q·E, and the forces deliver q·E, which the source has paid for. Energy is conserved, but no single-valued F can describe this cycle, because it would give zero work.

**Beside a real capacitor**

The peak field and the volume per unit are of the size met in a hafnia memory capacitor, but the model does not describe hafnia itself. The model polarization of 52 µC/cm² is well above the 10 to 30 µC/cm² that is a rough range for the remanent value of polycrystalline films, and its Born charge is also high for oxygen in hafnia. One assumption that real films break is uniform switching. In the model this would need about 14 MV/cm, beyond a rough breakdown field of 4 MV/cm, whereas films switch by nucleation and wall motion. Here an outside agent carries the atoms across at the full peak field. For the same change of polarization, switching at a lower coercive field would make both the source work and the leak per cycle smaller. The barrier height does not enter W at given u₀, Z* and p, but the effect of a non-uniform path lies outside this one-coordinate model. Averaging the turning points over thermal motion at 300 K lowers the centric leak from 7.6 to 7.0 meV. A depolarizing field of about 0.6 MV/cm, for a rough screening length of 0.01 nm (the sum for both electrodes) and a 10 nm film, is 20 % of the peak field. It does not change W by 20 %, because it opposes p and reverses as the unit switches: it adds to the applied field at the start of a switching leg and subtracts from it at the end. At each u it shifts the upper and lower legs by nearly the same amount, so the cycle is sheared in the (u,E) plane while its height stays close to 2E₀, and W changes only slightly. The remaining estimates are in the numerical output.

Values computed for the example and the checks

```
Half cation distance d: 2.1 angstrom; hopping decay: 0.6 angstrom
Hopping at u=0: 2.0 eV; cation level offset: 4.0 eV
Polar minimum u0: 0.25 angstrom; barrier: 0.10 eV
Repulsion a: 9.616 eV/angstrom^2; b: 26.076 eV/angstrom^4
Unit volume: 33.0 angstrom^3; atoms per unit: 3
Peak field: 3.0 MV/cm
Dipole at u0, zero field: 1.0708 e angstrom
Polarization at u0: 52.0 uC/cm2
Born charge at u=0: 4.5359 e; at u0: 3.8327 e
Mean Born charge p(u0)/u0: 4.2832 e
Reference, work by forces: 0.128495 eV per cycle
Reference, work by source: 0.128495 eV per cycle
Reference loop energy: 623.9 J/cm3
Reference net, switching cycle: 3.9e-16 eV
Reference net, smooth 3-variable cycle: -2.2e-16 eV
Frozen centric charge, work by forces: 0.136077 eV
Frozen centric charge, net energy W: +0.007582 eV
  W relative to source work: +5.90 %
  W per volume: +36.81 J/cm3
  W/(3 N kB): +9.78 K per cycle
  largest force error: 0.0216 eV/angstrom
  bound on |W|: 0.0216 eV
Frozen polar charge, work by forces: 0.114981 eV
Frozen polar charge, net energy W: -0.013514 eV
  W relative to source work: -10.52 %
  W per volume: -65.61 J/cm3
  W/(3 N kB): -17.42 K per cycle
  largest force error: 0.0211 eV/angstrom
  bound on |W|: 0.0211 eV
Training: 80 points, 400 noise draws, 9 terms
Training range: u +-0.35 angstrom; field +-4.0 MV/cm
Noise: force 0.02 eV/angstrom; dipole 0.01 e angstrom
Separate fits, rms net energy: 3.571 meV
  predicted from noise and misfit: 3.485 meV
  from misfit alone: +0.0373 meV
One energy, largest |net|: 5.6e-17 eV
One energy, rms error of loop energy: 0.231 meV
Force rms error, separate: 0.00512 eV/angstrom
Force rms error, one energy: 0.00328 eV/angstrom
Dipole rms error, separate: 0.00245 e angstrom
Dipole rms error, one energy: 0.00240 e angstrom
Born charge rms error, separate force: 0.2792 e
Born charge rms error, separate dipole: 0.0288 e
Born charge rms error, one energy: 0.0276 e
Terms fixed by zero-field forces: 3; plus dipoles: 6
Terms fixed by finite-field forces: 8; plus dipoles: 9
Thermal energy at 300 K: 0.0259 eV
Thermal mean dipole in one well: 0.9968 e angstrom
Thermal mean W, centric charge: +0.00700 eV
Field for uniform switching: 14.4 MV/cm
Breakdown field (rough input): 4.0 MV/cm
Electronic gap: 5.87 eV; field drop over 2d: 0.126 eV
Tunnel inputs (rough): 2.0 eV, 0.2 m_e, 1 MHz
Tunnel leakage loss: 6.6e-09 eV per unit and cycle
Screening length, film (rough): 0.01 nm, 10 nm
Depolarizing field: 0.59 MV/cm
Modulus, strain (rough): 200 GPa, 0.3 %
Strain energy: 1.9e-04 eV per unit
```
